# How Much of an Overlayer-Scattered Beam Stays Inside the Axial Cone: test program

```python
"""
Result under test: if two independent projected beam angles are Gaussian with
zero mean and standard deviation sigma, the fraction inside a cone psi_c is
P = 1 - exp(-psi_c**2/(2 sigma**2)); sigma = psi_c gives 1 - exp(-1/2).
Symbols: E ion energy, d atom spacing along a row, a screening length,
N atomic density, t overlayer thickness, psi_1 axial critical angle scale.
The example is 2 MeV He entering <100> Si through amorphous Si.
Energies are in eV and lengths in nm; angles are in rad until printed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, simpson
from scipy.optimize import brentq
from scipy.special import j0, j1, k1, erf

rng = np.random.default_rng(24681)


def cone_fraction(ratio):
    """Gaussian fraction inside the cone; ratio = psi_c/sigma."""
    return 1 - np.exp(-ratio**2 / 2)


def disc_quadrature(ratio, tilt=0.0):
    """Direct Cartesian integral; angles and tilt in units of sigma."""
    def density(y, x):
        return np.exp(-((x - tilt)**2 + y**2) / 2) / (2 * np.pi)
    return dblquad(density, -ratio, ratio,
                   lambda x: -np.sqrt(max(ratio**2 - x**2, 0)),
                   lambda x: np.sqrt(max(ratio**2 - x**2, 0)),
                   epsabs=1e-9, epsrel=1e-9)[0]


# Gaussian result and other meanings of "spread"
P_gauss = cone_fraction(1.0)
P_direct = disc_quadrature(1.0)
assert abs(P_direct - P_gauss) < 1e-7
assert abs(disc_quadrature(1.7) - cone_fraction(1.7)) < 1e-7
assert round(100 * P_direct, 1) == 39.3
P_line = erf(1 / np.sqrt(2))
P_square = P_line**2
P_rms_polar = cone_fraction(np.sqrt(2))
P_fwhm = cone_fraction(2 * np.sqrt(2 * np.log(2)))
samples = rng.normal(size=(400000, 2))
assert abs(np.mean(abs(samples[:, 0]) < 1) - P_line) < 0.004
assert abs(np.mean(np.all(abs(samples) < 1, axis=1)) - P_square) < 0.004
radius = np.hypot(samples[:, 0], samples[:, 1])
rms_radius = np.sqrt(np.mean(radius**2))
assert abs(np.mean(radius < rms_radius) - P_rms_polar) < 0.004
full_width = 2 * brentq(lambda x: np.exp(-x*x/2) - 0.5, 0, 3)
assert abs(np.mean(radius < full_width) - P_fwhm) < 0.004

# Example inputs and critical angle
Z1, Z2 = 2, 14
E = 2.0e6
lattice = 0.5431
d = lattice
N = 8 / lattice**3
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants['Bohr radius'][0] * 1e9
a = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)
psi_1 = np.sqrt(2 * Z1 * Z2 * e2 / (E * d))
assert psi_1 < a / d  # high-energy regime of the critical-angle formula

# Row potential: direct average along the row against its logarithmic form
for r in (0.5, 1.0, 3.0):
    average = 2 * quad(lambda z: 1/np.hypot(r, z)
                       - 1/np.sqrt(r*r + z*z + 3), 0, np.inf)[0]
    assert abs(average - np.log(1 + 3 / r**2)) < 1e-6

# Small tilt of the beam
tilt = np.radians(0.1)
tilt_ratio = tilt / psi_1
P_tilt = disc_quadrature(1.0, tilt_ratio)
tilt_change = -tilt_ratio**2 * np.exp(-0.5) / 4
assert abs((P_tilt - P_gauss) / tilt_change - 1) < 0.03

# Deflection in one collision with the universal screened potential
coeff = np.array([0.18175, 0.50986, 0.28022, 0.02817])
rate = np.array([3.19980, 0.94229, 0.40290, 0.20162])
angle_unit = Z1 * Z2 * e2 / (E * a)


def deflection(x):
    """Deflection in angle_unit; x = impact parameter/a."""
    return sum(c * q * k1(q * x) for c, q in zip(coeff, rate))


def transverse_force(z, x):
    s = np.hypot(x, z)
    screen = np.sum(coeff * np.exp(-rate * s))
    slope = -np.sum(coeff * rate * np.exp(-rate * s))
    return x / s * (screen / s**2 - slope / s)


for x in (0.3, 1.0, 4.0):
    impulse = quad(transverse_force, 0, np.inf, args=(x,))[0]
    assert abs(impulse / deflection(x) - 1) < 1e-5

# Many independent collisions through the transform of the angular density
k = np.linspace(0, 3, 1501)
impact = np.geomspace(1e-4, 80, 3000)
angle = deflection(impact)
log_impact = np.log(impact)
cross = np.array([simpson(2 * impact**2 * (1 - j0(q * angle)),
                          x=log_impact) for q in k])
cone = psi_1 / angle_unit


def fraction_from_transform(transform, limit):
    return limit * simpson(j1(k * limit) * transform, x=k)


gaussian_transform = np.exp(-(cone * k)**2 / 2)
assert abs(fraction_from_transform(gaussian_transform, cone)
           - P_gauss) < 1e-5


def scatter_transform(t):
    return np.exp(-np.pi * a**2 * N * t * cross)


half_radius = cone * np.sqrt(2 * np.log(2))


def half_height_error(t):
    transform = scatter_transform(t)
    height = simpson(k * transform, x=k)
    edge = simpson(k * j0(k * half_radius) * transform, x=k)
    return edge / height - 0.5


thickness = brentq(half_height_error, 300, 4000)
real_transform = scatter_transform(thickness)
assert real_transform[-1] < 1e-6
P_scatter = fraction_from_transform(real_transform, cone)
tail_scatter = 1 - fraction_from_transform(real_transform, 3 * cone)
tail_gauss = np.exp(-4.5)
assert P_scatter < P_gauss and tail_scatter > tail_gauss

# Collision-by-collision simulation, independent of the transform
max_impact = 6.0
mean_hits = np.pi * a**2 * N * thickness * max_impact**2
grid = np.linspace(1e-5, max_impact, 3000)
scaled_angle = grid * deflection(grid)
polar = []
for batch in range(60):
    hits = rng.poisson(mean_hits, 250)
    owner = np.repeat(np.arange(250), hits)
    x = max_impact * np.sqrt(1 - rng.random(hits.sum()))
    theta = np.interp(x, grid, scaled_angle) / x
    azimuth = 2 * np.pi * rng.random(hits.sum())
    tx = np.bincount(owner, theta * np.cos(azimuth), minlength=250)
    ty = np.bincount(owner, theta * np.sin(azimuth), minlength=250)
    polar.append(np.hypot(tx, ty))
polar = np.concatenate(polar)
P_simulation = np.mean(polar < cone)
tail_simulation = np.mean(polar > 3 * cone)
# Tolerances allow about four standard errors and the distant-hit cutoff.
assert abs(P_simulation - P_scatter) < 0.018
assert abs(tail_simulation - tail_scatter) < 0.012

# Energy loss with constant stopping power
stopping = 250.0
E_exit = E - stopping * thickness
assert E_exit > 0
variance_growth = quad(lambda z: (E / (E - stopping*z))**2,
                       0, thickness)[0] / thickness
psi_exit = np.sqrt(2 * Z1 * Z2 * e2 / (E_exit * d))
cone_growth = (psi_exit / psi_1)**2
P_cone_only = cone_fraction(np.sqrt(cone_growth))
P_energy = cone_fraction(np.sqrt(cone_growth / variance_growth))
assert abs(P_energy - P_gauss) < 1e-7

# Position-dependent acceptance in the area belonging to one row
thermal_1d = 0.0075
rho = np.sqrt(2) * thermal_1d
row_radius = 1 / np.sqrt(np.pi * N * d)


def row_energy(r):
    """Row potential divided by E psi_1**2."""
    return 0.5 * np.log(1 + 3 * a**2 / r**2)


threshold = row_energy(rho)
P_position = quad(lambda r: 2*r/row_radius**2
                  * (1 - np.exp(-(threshold-row_energy(r))/2)),
                  rho, row_radius)[0]
entry = row_radius * np.sqrt(1 - rng.random(400000))
accepted = radius**2 + row_energy(entry) < threshold
assert abs(np.mean(accepted) - P_position) < 0.004

# Finite-angle effect if slopes, rather than angles, are Gaussian
P_slope = cone_fraction(np.tan(psi_1) / psi_1)
assert abs(P_slope - P_gauss) < 1e-4


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Gaussian fraction inside cone", 100*P_gauss, "%")
show("Same fraction by direct integration", 100*P_direct, "%")
show("Fraction outside cone", 100*(1-P_gauss), "%")
show("One projected angle within limits", 100*P_line, "%", 2)
show("Both projected angles within limits", 100*P_square, "%", 2)
show("If rms polar angle equals psi_c", 100*P_rms_polar, "%", 2)
show("If projected FWHM equals psi_c", 100*P_fwhm, "%", 2)
show("Ion charge number Z1", Z1, "(no unit)", 0)
show("Target charge number Z2", Z2, "(no unit)", 0)
show("Beam energy", E/1e6, "MeV", 3)
show("Spacing along <100> row", d, "nm")
show("Atomic density", N, "nm^-3", 2)
show("Coulomb constant e^2/(4 pi eps0)", e2, "eV nm")
show("Screening length a", a, "nm", 5)
show("Ratio a/d", a/d, "(no unit)", 5)
show("Critical angle psi_1", 1000*psi_1, "mrad", 3)
show("Critical angle psi_1 converted", np.degrees(psi_1), "degree")
show("Single-collision angle unit", 1000*angle_unit, "mrad", 3)
show("Matched overlayer thickness", thickness, "nm", 1)
show("Fraction with real scattering tails", 100*P_scatter, "%", 2)
show("Same fraction by simulation", 100*P_simulation, "%", 2)
show("Gaussian tail beyond 3 psi_1", 100*tail_gauss, "%", 2)
show("Scattering tail beyond 3 psi_1", 100*tail_scatter, "%", 2)
show("Simulated tail beyond 3 psi_1", 100*tail_simulation, "%", 2)
show("Beam tilt", np.degrees(tilt), "degree", 2)
show("Fraction with tilt", 100*P_tilt, "%", 2)
show("Small-tilt estimate of change", 100*tilt_change, "points", 2)
show("Rough constant stopping power", stopping, "eV/nm", 0)
show("Energy at interface", E_exit/1e6, "MeV", 3)
show("Critical angle at interface", np.degrees(psi_exit), "degree")
show("Growth of squared critical angle", cone_growth, "(no unit)")
show("Growth of angular variance", variance_growth, "(no unit)")
show("Fraction with cone growth only", 100*P_cone_only, "%", 2)
show("Fraction with both growths", 100*P_energy, "%", 2)
show("Rough 1D thermal displacement", thermal_1d, "nm")
show("2D thermal displacement rho", rho, "nm", 5)
show("Radius of area per row", row_radius, "nm")
show("Threshold U(rho)/(E psi_1^2)", threshold, "(no unit)")
show("Fraction with entry position", 100*P_position, "%", 2)
show("Finite-angle change", 100*(P_slope-P_gauss), "points", 5)
print("all good")
```

Printed output:

```
Gaussian fraction inside cone: 39.3469 %
Same fraction by direct integration: 39.3469 %
Fraction outside cone: 60.6531 %
One projected angle within limits: 68.27 %
Both projected angles within limits: 46.61 %
If rms polar angle equals psi_c: 63.21 %
If projected FWHM equals psi_c: 93.75 %
Ion charge number Z1: 2 (no unit)
Target charge number Z2: 14 (no unit)
Beam energy: 2.000 MeV
Spacing along <100> row: 0.5431 nm
Atomic density: 49.94 nm^-3
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Screening length a: 0.01558 nm
Ratio a/d: 0.02868 (no unit)
Critical angle psi_1: 8.616 mrad
Critical angle psi_1 converted: 0.4937 degree
Single-collision angle unit: 1.294 mrad
Matched overlayer thickness: 679.5 nm
Fraction with real scattering tails: 31.27 %
Same fraction by simulation: 31.48 %
Gaussian tail beyond 3 psi_1: 1.11 %
Scattering tail beyond 3 psi_1: 11.45 %
Simulated tail beyond 3 psi_1: 11.36 %
Beam tilt: 0.10 degree
Fraction with tilt: 38.73 %
Small-tilt estimate of change: -0.62 points
Rough constant stopping power: 250 eV/nm
Energy at interface: 1.830 MeV
Critical angle at interface: 0.5161 degree
Growth of squared critical angle: 1.0928 (no unit)
Growth of angular variance: 1.0928 (no unit)
Fraction with cone growth only: 42.10 %
Fraction with both growths: 39.35 %
Rough 1D thermal displacement: 0.0075 nm
2D thermal displacement rho: 0.01061 nm
Radius of area per row: 0.1083 nm
Threshold U(rho)/(E psi_1^2): 1.0055 (no unit)
Fraction with entry position: 35.76 %
Finite-angle change: 0.00150 points
all good
```
